# Counterpoise-corrected dimerisation energy of AlH3 with separate monomer deformation: a numerical check

```python
"""Counterpoise-corrected electronic dimerisation energy, 2 AlH3 -> Al2H6.

Result under test:  dE_CP = E_int + E_def
  E_int = E(dimer) - 2 E(fragment with ghost functions of its partner)
  E_def = 2 [E(fragment, dimer geometry) - E(relaxed monomer)], own basis
  dE_raw = E(dimer) - 2 E(relaxed monomer);  delta = dE_CP - dE_raw
Energies are in hartree and lengths in bohr unless a label says otherwise.
Energy arrays hold [RHF, frozen-core MP2, spin-component-scaled MP2].
Geometries: RHF/def2-SV(P). Vibrations: RHF/STO-3G at its own minima.
"""
import os
for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[name] = "1"
from functools import partial
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, mp, ao2mo, lib
from pyscf.hessian import rhf as rhf_hessian

lib.num_threads(1)
say = partial(print, flush=True)
HARTREE = const.physical_constants["Hartree energy"][0]
EV = HARTREE / const.e
KJ_MOL = HARTREE * const.N_A / 1000
BOHR = const.physical_constants["Bohr radius"][0]
ANGSTROM = BOHR * 1e10
AMU = const.atomic_mass / const.m_e
WAVENUMBER = HARTREE / (const.h * const.c * 100)

FRAGMENT = ["Al", "H", "H", "H"]
GHOST = ["ghost-" + s for s in FRAGMENT]
aluminium = gto.basis.load("def2-svp", "Al")
hydrogen_s = [sh for sh in gto.basis.load("def2-svp", "H") if sh[0] == 0]
SMALL_BASIS = {"Al": aluminium, "H": hydrogen_s,
               "ghost-Al": aluminium, "ghost-H": hydrogen_s}
FITTING_BASIS = "def2-tzvp-jkfit"


def hartree_fock(symbols, xyz, basis, dm=None, fit=False, shared=None):
    """shared: integrals of an earlier run with the identical basis."""
    mol = gto.M(atom=list(zip(symbols, np.asarray(xyz).tolist())),
                unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    if fit:
        mf = mf.density_fit(auxbasis=FITTING_BASIS, with_df=shared)
    elif shared is not None:
        mf._eri = shared
    mf.conv_tol = 1e-10
    mf.kernel(dm)
    assert mf.converged
    return mf


def with_mp2(mf, n_core):
    n_occ = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, n_core:n_occ], mf.mo_coeff[:, n_occ:]
    e_occ, e_vir = mf.mo_energy[n_core:n_occ], mf.mo_energy[n_occ:]
    if getattr(mf, "with_df", None) is not None:
        b = np.concatenate([occ.T @ lib.unpack_tril(np.asarray(block)) @ vir
                            for block in mf.with_df.loop()])
        g = np.tensordot(b, b, axes=(0, 0))
    else:
        g = ao2mo.general(mf._eri, (occ, vir, occ, vir), compact=False)
        g = g.reshape(len(e_occ), len(e_vir), len(e_occ), len(e_vir))
    gap = e_occ[:, None] - e_vir
    t = g / (gap[:, :, None, None] + gap)
    opposite = np.sum(g * t)
    same = np.sum((g - g.transpose(0, 3, 2, 1)) * t)
    return mf.e_tot + np.array([0, opposite + same,
                                1.2 * opposite + same / 3])


def energies(symbols, xyz, basis, n_core, fit=False, shared=None):
    return with_mp2(hartree_fock(symbols, xyz, basis, fit=fit,
                                 shared=shared), n_core)


def optimise(symbols, shape_map, p, curvature, basis, limit):
    """Quasi-Newton search in symmetric parameters, xyz = shape_map @ p."""
    dm = old_slope = step = None
    for _ in range(25):
        mf = hartree_fock(symbols, shape_map @ p, basis, dm)
        dm = mf.make_rdm1()
        grad = mf.nuc_grad_method().kernel()
        slope = np.einsum("axp,ax->p", shape_map, grad)
        if np.abs(slope).max() < limit:
            break
        if step is not None:
            change = slope - old_slope
            if change @ step > 0:
                bs = curvature @ step
                curvature = (curvature - np.outer(bs, bs) / (step @ bs)
                             + np.outer(change, change) / (change @ step))
        step = -np.linalg.solve(curvature, slope)
        step *= min(1.0, 0.3 / np.abs(step).max())
        old_slope, p = slope, p + step
    assert np.abs(slope).max() < limit
    assert np.abs(grad).max() < max(limit, 5e-5)   # all components
    return p, mf


def vibrations(mf, shape_map):
    """Angular frequencies, masses, and curvature in the parameters."""
    n = 3 * mf.mol.natm
    hess = rhf_hessian.Hessian(mf).kernel()
    hess = hess.transpose(0, 2, 1, 3).reshape(n, n)
    mass = mf.mol.atom_mass_list(isotope_avg=True) * AMU
    root = np.sqrt(np.repeat(mass, 3))
    w2 = np.linalg.eigvalsh((hess + hess.T) / 2 / np.outer(root, root))
    omega = np.sign(w2) * np.sqrt(np.abs(w2))
    # six free motions near zero, every vibration real: a true minimum
    assert np.abs(omega[:6]).max() * WAVENUMBER < 50
    assert omega[6] * WAVENUMBER > 100
    flat = shape_map.reshape(n, -1)
    return omega[6:], mass, flat.T @ hess @ flat


# Dimer parameters: Al x, bridging H z, terminal H x, terminal H y
half = np.zeros((4, 3, 4))
half[0, 0, 0] = half[1, 2, 1] = 1
half[2, 0, 2] = half[3, 0, 2] = 1
half[2, 1, 3], half[3, 1, 3] = 1, -1
dimer_map = np.concatenate([half, -half])
monomer_map = np.zeros((4, 3, 1))
for k in range(3):
    phi = 2 * np.pi * k / 3
    monomer_map[k + 1, :, 0] = [np.cos(phi), np.sin(phi), 0]

# starting values and rough bond stiffness only steer the searches
bridge = np.array([0.75, 0.66, 0.0, 0.0])
terminal = np.array([-0.45, 0.0, 0.45, 0.89])
guess = (0.28 * np.outer(bridge, bridge)
         + 0.52 * np.outer(terminal, terminal) + 0.08 * np.eye(4))
start_dim = np.array([1.31, 1.145, 2.015, 1.414]) / ANGSTROM
start_mon = np.array([1.58]) / ANGSTROM

mf = optimise(FRAGMENT * 2, dimer_map, start_dim, guess, "sto-3g", 2e-5)[1]
omega_dim, mass_dim, curve_dim = vibrations(mf, dimer_map)
mf = optimise(FRAGMENT, monomer_map, start_mon, np.array([[0.4]]),
              "sto-3g", 2e-5)[1]
omega_mon, mass_mon, curve_mon = vibrations(mf, monomer_map)
say("Vibrations, RHF/STO-3G")
say(f"lowest vibration AlH3: {omega_mon[0]*WAVENUMBER:.0f} cm^-1")
say(f"lowest vibration Al2H6: {omega_dim[0]*WAVENUMBER:.0f} cm^-1")

# minimal-basis curvature is usually too stiff, hence the factor 0.8
p_dim, mf_d = optimise(FRAGMENT * 2, dimer_map, start_dim, 0.8 * curve_dim,
                       SMALL_BASIS, 3e-4)
p_mon, mf_m = optimise(FRAGMENT, monomer_map, start_mon, 0.8 * curve_mon,
                       SMALL_BASIS, 3e-4)
xyz_dim, xyz_mon = dimer_map @ p_dim, monomer_map @ p_mon
xyz_frag = xyz_dim[:4]
a, h, u, v = p_dim
say("Geometries, RHF/def2-SV(P)")
say(f"AlH3 Al-H: {p_mon[0]*ANGSTROM:.4f} angstrom")
say(f"Al2H6 Al-Al: {2*a*ANGSTROM:.4f} angstrom")
say(f"Al2H6 Al-H bridge: {np.hypot(a, h)*ANGSTROM:.4f} angstrom")
say(f"Al2H6 Al-H terminal: {np.hypot(u-a, v)*ANGSTROM:.4f} angstrom")
say(f"terminal H-Al-H: {2*np.degrees(np.arctan2(v, u-a)):.2f} degree")


def cycle(basis, fit, mf):
    """All energies needed; mf is the dimer calculation."""
    shared = mf.with_df if fit else mf._eri
    r = dict(dimer=with_mp2(mf, 10),
             ghost=energies(FRAGMENT + GHOST, xyz_dim, basis, 5, fit, shared),
             bent=energies(FRAGMENT, xyz_frag, basis, 5, fit),
             relaxed=energies(FRAGMENT, xyz_mon, basis, 5, fit))
    r["int"] = r["dimer"] - 2 * r["ghost"]
    r["def"] = 2 * (r["bent"] - r["relaxed"])
    r["cp"] = r["int"] + r["def"]
    r["raw"] = r["dimer"] - 2 * r["relaxed"]
    r["delta"] = r["cp"] - r["raw"]
    return r


def report(name, r):
    say(f"Energy differences, {name}, eV: RHF, MP2")
    for key, label in (("int", "E_int"), ("def", "E_def (both)"),
                       ("cp", "dE_CP"), ("raw", "dE_raw"),
                       ("delta", "delta")):
        say(f"{label}: {r[key][0]*EV:.4f}, {r[key][1]*EV:.4f}")


small = cycle(SMALL_BASIS, False, mf_d)
report("def2-SV(P)", small)
large = cycle("def2-tzvp", True,
              hartree_fock(FRAGMENT * 2, xyz_dim, "def2-tzvp", fit=True))
report("def2-TZVP", large)
say(f"Main result dE_CP MP2/def2-TZVP: {large['cp'][1]*KJ_MOL:.1f} kJ/mol")
say("Total energies, def2-TZVP, hartree: RHF, MP2")
for key, label in (("dimer", "dimer"), ("ghost", "fragment + ghosts"),
                   ("bent", "fragment, own basis"),
                   ("relaxed", "relaxed monomer")):
    say(f"{label}: {large[key][0]:.6f}, {large[key][1]:.6f}")

# Hartree-Fock: ghost functions lower a fragment energy
assert small["ghost"][0] < small["bent"][0]
assert large["ghost"][0] < large["bent"][0]
# the basis imbalance shrinks in the better basis, for both methods
assert np.all(np.abs(large["delta"][:2]) < np.abs(small["delta"][:2]))
assert np.all(large["def"][:2] > 0)

# MP2 written out above against the library's own MP2
library = mp.MP2(mf_m, frozen=5)
library.kernel()
assert abs(mf_m.e_tot + library.e_corr - with_mp2(mf_m, 5)[1]) < 1e-7

# the partner fragment, with freshly computed integrals, has equal energy
other = hartree_fock(GHOST + FRAGMENT, xyz_dim, SMALL_BASIS).e_tot
symmetry_gap = abs(other - small["ghost"][0])
assert symmetry_gap < 1e-7

# density fitting against unfitted integrals
fitted_raw = (energies(FRAGMENT * 2, xyz_dim, SMALL_BASIS, 10, True)
              - 2 * energies(FRAGMENT, xyz_mon, SMALL_BASIS, 5, True))
fit_gap = np.abs(fitted_raw - small["raw"])[:2].max()
assert fit_gap < 2e-4

# far apart: the dimer gives two monomers and ghosts have no effect
far = np.concatenate([xyz_mon, xyz_mon + np.array([0, 0, 60.0])])
far_dimer = energies(FRAGMENT * 2, far, "sto-3g", 10)
far_ghost = energies(FRAGMENT + GHOST, far, "sto-3g", 5)
alone = energies(FRAGMENT, xyz_mon, "sto-3g", 5)
size_gap = np.abs(far_dimer - 2 * alone).max()
ghost_gap = np.abs(far_ghost - alone).max()
assert size_gap < 2e-6 and ghost_gap < 1e-6

# deformation energy of one fragment as the work done against the forces
end = xyz_frag - xyz_frag[0]
turn = Rotation.align_vectors(end[1:], xyz_mon[1:])[0]
begin = turn.apply(xyz_mon)
nodes, weights = np.polynomial.legendre.leggauss(5)
work = 0.0
for s, w in zip((nodes + 1) / 2, weights / 2):
    mf = hartree_fock(FRAGMENT, begin + s * (end - begin), SMALL_BASIS)
    work += w * np.sum(mf.nuc_grad_method().kernel() * (end - begin))
direct = small["bent"][0] - small["relaxed"][0]
assert abs(work - direct) < 5e-6

say("Checks")
say(f"RHF/def2-SV(P) deformation of one AlH3: {direct*EV:.5f} eV")
say(f"same from integrated forces: {work*EV:.5f} eV")
say(f"difference of the two ghost runs: {symmetry_gap:.1e} hartree")
say(f"largest fitting error in dE_raw, def2-SV(P): {fit_gap*EV:.5f} eV")
say(f"size-consistency gap, 60 bohr, STO-3G: {size_gap:.1e} hartree")
say(f"ghost effect, 60 bohr, STO-3G: {ghost_gap:.1e} hartree")

# Ideal gas, rigid rotor, harmonic vibrations
TEMPERATURE, PRESSURE_TORR = 500.0, 1.0
kT = const.k * TEMPERATURE / HARTREE
pressure = PRESSURE_TORR * const.torr * BOHR**3 / HARTREE


def inertia(mass, xyz):
    x = xyz - mass @ xyz / mass.sum()
    tensor = np.sum(mass * np.sum(x**2, axis=1)) * np.eye(3)
    return np.linalg.eigvalsh(tensor - np.einsum("a,ai,aj->ij", mass, x, x))


def thermal_length(mass):
    return np.sqrt(2 * np.pi / (mass.sum() * kT))


def rotor(moments):
    return np.sqrt(np.pi) * np.prod(np.sqrt(2 * moments * kT))


def free_energy(mass, xyz, omega, symmetry_number):
    vib = np.sum(omega / 2 + kT * np.log(1 - np.exp(-omega / kT)))
    q_trans = kT / (pressure * thermal_length(mass)**3)
    q_rot = rotor(inertia(mass, xyz)) / symmetry_number
    return vib - kT * np.log(q_trans * q_rot)


# explicit level sums: symmetric top AlH3, and a one-dimensional box
i_perp, _, i_axis = inertia(mass_mon, xyz_mon)
level_sum = 0.0
for J in range(150):
    K = np.arange(-J, J + 1)
    level = J * (J + 1) / (2 * i_perp) + K**2 * (1 / i_axis - 1 / i_perp) / 2
    level_sum += (2 * J + 1) * np.exp(-level / kT).sum()
assert abs(level_sum / rotor(inertia(mass_mon, xyz_mon)) - 1) < 0.01
box, n = 1000.0, np.arange(1, 40001)
box_sum = np.exp(-(n * np.pi / box)**2 / (2 * mass_mon.sum() * kT)).sum()
assert abs(box_sum / (box / thermal_length(mass_mon) - 0.5) - 1) < 1e-6

zpe_shift = omega_dim.sum() / 2 - omega_mon.sum()
gibbs_shift = (free_energy(mass_dim, xyz_dim, omega_dim, 4)
               - 2 * free_energy(mass_mon, xyz_mon, omega_mon, 6))
basis_shift = large["cp"][1] - small["cp"][1]
scaled_shift = large["cp"][2] - large["cp"][1]
say("Effects left out of the main result")
say(f"MP2 dE_CP, def2-TZVP minus def2-SV(P): {basis_shift*EV:.4f} eV")
say(f"spin-scaled MP2 minus MP2, def2-TZVP: {scaled_shift*EV:.4f} eV")
say(f"zero-point change: {zpe_shift*EV:.4f} eV")
say(f"temperature: {TEMPERATURE:.0f} K")
say(f"pressure of each gas: {PRESSURE_TORR:.0f} Torr")
say(f"free-energy correction (with zero point): {gibbs_shift*EV:.4f} eV")
say(f"dE_CP + correction: {(large['cp'][1]+gibbs_shift)*EV:.4f} eV")
say("no test failed")
```

It prints:

```
Vibrations, RHF/STO-3G
lowest vibration AlH3: 915 cm^-1
lowest vibration Al2H6: 317 cm^-1
Geometries, RHF/def2-SV(P)
AlH3 Al-H: 1.5838 angstrom
Al2H6 Al-Al: 2.6323 angstrom
Al2H6 Al-H bridge: 1.7395 angstrom
Al2H6 Al-H terminal: 1.5759 angstrom
terminal H-Al-H: 127.48 degree
Energy differences, def2-SV(P), eV: RHF, MP2
E_int: -2.2514, -2.2984
E_def (both): 1.0803, 0.9920
dE_CP: -1.1711, -1.3064
dE_raw: -1.2157, -1.4898
delta: 0.0446, 0.1834
Energy differences, def2-TZVP, eV: RHF, MP2
E_int: -2.3003, -2.5317
E_def (both): 1.0720, 1.0205
dE_CP: -1.2284, -1.5111
dE_raw: -1.2358, -1.5992
delta: 0.0075, 0.0881
Main result dE_CP MP2/def2-TZVP: -145.8 kJ/mol
Total energies, def2-TZVP, hartree: RHF, MP2
dimer: -487.328011, -487.509722
fragment + ghosts: -243.621737, -243.708343
fragment, own basis: -243.621600, -243.706724
relaxed monomer: -243.641297, -243.725476
Checks
RHF/def2-SV(P) deformation of one AlH3: 0.54016 eV
same from integrated forces: 0.54016 eV
difference of the two ghost runs: 2.3e-13 hartree
largest fitting error in dE_raw, def2-SV(P): 0.00075 eV
size-consistency gap, 60 bohr, STO-3G: 1.8e-07 hartree
ghost effect, 60 bohr, STO-3G: 8.5e-14 hartree
Effects left out of the main result
MP2 dE_CP, def2-TZVP minus def2-SV(P): -0.2048 eV
spin-scaled MP2 minus MP2, def2-TZVP: 0.0888 eV
zero-point change: 0.2398 eV
temperature: 500 K
pressure of each gas: 1 Torr
free-energy correction (with zero point): 1.2270 eV
dE_CP + correction: -0.2841 eV
no test failed
```
